\section*{Fermi Contact Splitting in Hydrogen and Muonium from the Magnetization Current}

\section{Problem}

An electron of charge $-e$ is bound in the 1s state to a nucleus of charge $+e$ and spin $1/2$. The nucleus has a magnetic moment of size $\mu_N$, directed along its spin. It is a proton in hydrogen and a positive muon in muonium.

(a) Starting from the Dirac current of the electron, find the magnetic field that the electron produces at the nucleus.

(b) Find the energy difference $h\nu$ between the levels with total spin $F=1$ and $F=0$, to leading order in the fine-structure constant $\alpha$, with the reduced mass in the orbital wavefunction.

(c) Evaluate $\nu$ for both atoms.

SI units are used. The electron mass is $m_e$, the nuclear mass is $m_N$, and $\mu_B=e\hbar/(2m_e)$. The electron has the magnetic moment that the Dirac equation gives it, without its radiative anomaly. For the nucleus the full tabulated moment is taken, which for the muon includes the anomaly. The nucleus is treated as a point. The data are $\alpha=0.00729735$, $cR_\infty=3.289842\times10^{9}$ MHz, and
\begin{center}
\begin{tabular}{lcc}
 & hydrogen & muonium\\
$m_N/m_e$ & 1836.15267 & 206.76828\\
$\mu_N/\mu_B$ & 0.00152103 & 0.00484197
\end{tabular}
\end{center}

\section{First estimate by scaling}

Two magnetic moments $\mu_B$ and $\mu_N$ a distance $a_0$ apart have an interaction energy of the order
\begin{equation}
E_{\rm est}=\frac{\mu_0}{4\pi}\frac{\mu_B\mu_N}{a_0^3},
\end{equation}
where $a_0=\hbar/(m_ec\alpha)$ is the Bohr radius. To express this through the data, use $\alpha=\mu_0ce^2/(4\pi\hbar)$, so that $\mu_0/4\pi=\alpha\hbar/(e^2c)$. Then
\begin{equation}
\frac{\mu_0}{4\pi}\frac{\mu_B^2}{a_0^3}
=\frac{\alpha\hbar}{e^2c}\,\frac{e^2\hbar^2}{4m_e^2}\,\frac{m_e^3c^3\alpha^3}{\hbar^3}
=\frac{\alpha^4m_ec^2}{4}
=\frac{\alpha^2}{2}\,hcR_\infty ,
\label{eq:scale}
\end{equation}
because $hcR_\infty=\alpha^2m_ec^2/2$. Hence
\begin{equation}
\nu_{\rm est}=\frac{\alpha^2}{2}\,cR_\infty\,\frac{\mu_N}{\mu_B}.
\end{equation}
With $\alpha^2cR_\infty=1.75188\times10^5$ MHz this gives about 133 MHz for hydrogen and 424 MHz for muonium.

The estimate has a weakness beyond its unknown numerical factor. The field of a point dipole $\mathbf m$ is proportional to $3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf m)-\mathbf m$. Its average over directions is zero, since the average of $\hat r_i\hat r_j$ is $\delta_{ij}/3$. In a spherical state the dipole energy at a fixed distance therefore averages to zero, and scaling alone cannot say whether anything survives. The electron cloud, however, covers the nucleus, where the formula for separated dipoles does not apply. The current in the cloud settles the question.

\section{Exact solution of the leading-order problem}

\subsection{The magnetization current}

Write the Dirac wavefunction as an upper part $\varphi$ and a lower part $\chi$, each with two components. For an energy $m_ec^2+\varepsilon$ in the potential energy $V$, the lower Dirac equation reads
\begin{equation}
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(2m_ec^2+\varepsilon-V)\,\chi .
\end{equation}
Where $|\varepsilon-V|\ll 2m_ec^2$ it gives
\begin{equation}
\chi=\frac{\boldsymbol\sigma\cdot\mathbf p}{2m_ec}\,\varphi .
\label{eq:small}
\end{equation}
Since $|V|=\alpha^2m_ec^2\,a_0/r$, the condition fails only at distances of order $\alpha^2a_0$. The total correction from using the full Dirac solution is assessed at the end.

The electric current density is $\mathbf j=-ec\,\Psi^\dagger\boldsymbol\alpha\Psi=-ec(\varphi^\dagger\boldsymbol\sigma\chi+\chi^\dagger\boldsymbol\sigma\varphi)$. The two terms are complex conjugates of each other, so with Eq.~(\ref{eq:small})
\begin{equation}
j_k=-\frac{e}{m_e}\,{\rm Re}\left[\varphi^\dagger\sigma_k\sigma_j\,p_j\varphi\right],
\end{equation}
where repeated indices are summed. Now insert $\sigma_k\sigma_j=\delta_{kj}+i\epsilon_{kjl}\sigma_l$ and $p_j=-i\hbar\partial_j$. In the second term $i(-i)=1$, and
\begin{equation}
\hbar\,\epsilon_{kjl}\,{\rm Re}\left[\varphi^\dagger\sigma_l\partial_j\varphi\right]
=\frac{\hbar}{2}\,\epsilon_{kjl}\,\partial_j(\varphi^\dagger\sigma_l\varphi),
\end{equation}
because the derivative of the product is the sum of the bracket and its conjugate. The result is
\begin{equation}
\mathbf j=-\frac{e}{m_e}{\rm Re}\left[\varphi^\dagger\mathbf p\,\varphi\right]+\nabla\times\mathbf M,
\qquad
\mathbf M=-\mu_B\,\varphi^\dagger\boldsymbol\sigma\varphi .
\end{equation}
The first part is the convection current of a moving charge. The second is the current of a magnetized medium. Its coefficient shows that an electron with spin $\hbar\boldsymbol\sigma/2$ carries the moment $-\mu_B\boldsymbol\sigma$, that is, $g=2$.

For the 1s state, $\varphi=\psi(r)\eta$ with a real function $\psi$ and a constant normalized spinor $\eta$. Then $\varphi^\dagger\mathbf p\varphi=-i\hbar\psi\nabla\psi$ is imaginary, and the convection current vanishes. What remains is
\begin{equation}
\mathbf M=\rho(r)\,\mathbf m,\qquad \rho=\psi^2,\qquad
\mathbf m=-\mu_B\,\eta^\dagger\boldsymbol\sigma\eta .
\end{equation}

\subsection{Where the reduced mass enters}

Both particles move. Let $\mathbf r=\mathbf r_e-\mathbf r_N$, with conjugate momentum $\mathbf p$, and let $\mathbf P$ be the total momentum. With $M_t=m_e+m_N$,
\begin{equation}
\mathbf p_e=\frac{m_e}{M_t}\mathbf P+\mathbf p,\qquad
\mathbf p_N=\frac{m_N}{M_t}\mathbf P-\mathbf p .
\end{equation}
In the kinetic energy the cross terms $+\mathbf P\cdot\mathbf p/M_t$ and $-\mathbf P\cdot\mathbf p/M_t$ cancel, leaving
\begin{equation}
\frac{p_e^2}{2m_e}+\frac{p_N^2}{2m_N}=\frac{P^2}{2M_t}+\frac{p^2}{2m_r},
\qquad \frac1{m_r}=\frac1{m_e}+\frac1{m_N}.
\end{equation}
The relative motion is that of one particle of mass $m_r$. For $\psi=Ne^{-r/a}$,
\begin{equation}
\nabla^2\psi=\psi''+\frac2r\psi'=\left(\frac1{a^2}-\frac{2}{ar}\right)\psi .
\end{equation}
In the Schr\"odinger equation the $1/r$ terms must cancel, so $\hbar^2/(m_ra)=e^2/(4\pi\epsilon_0)$. For $m_r=m_e$ this is the condition that defines $a_0$, and therefore $a=a_0m_e/m_r$. Normalization requires
\begin{equation}
1=4\pi N^2\int_0^\infty r^2e^{-2r/a}\,dr=4\pi N^2\,\frac{2a^3}{8}=\pi a^3N^2,
\end{equation}
and the density at the nucleus is
\begin{equation}
\rho(0)=\frac1{\pi a^3}=\frac1{\pi a_0^3}\left(\frac{m_r}{m_e}\right)^3 .
\label{eq:rho}
\end{equation}

The mass in $\mu_B$ is not replaced by $m_r$. In the rest frame of the atom $\mathbf p_e=\mathbf p$, and the factor $1/(2m_ec)$ in Eq.~(\ref{eq:small}) comes from the electron's own Dirac equation. The moment is a property of the electron, while the size of the cloud is a property of the pair. Recoil effects beyond this change of size are left out.

\subsection{The field at the nucleus}

Since $\mathbf m$ is constant,
\begin{equation}
\mathbf j=\nabla\times(\rho\,\mathbf m)=\nabla\rho\times\mathbf m=\rho'(r)\,\hat{\mathbf r}\times\mathbf m .
\end{equation}
The current circles around the direction of $\mathbf m$. In the Biot--Savart law the vector from the source point to the nucleus is $-\mathbf r$, so
\begin{equation}
\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf j\times(-\mathbf r)}{r^3}\,d^3r
=\frac{\mu_0}{4\pi}\int\frac{\hat{\mathbf r}\times\mathbf j}{r^2}\,d^3r .
\label{eq:bs}
\end{equation}
With $\hat{\mathbf r}\times(\hat{\mathbf r}\times\mathbf m)=\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf m)-\mathbf m$ and $d^3r=r^2dr\,d\Omega$, the powers of $r$ cancel:
\begin{equation}
\mathbf B(0)=-\frac{\mu_0}{4\pi}\int_0^\infty\rho'(r)\,dr
\int d\Omega\,\left[\mathbf m-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf m)\right].
\end{equation}
The angular integral is $4\pi\mathbf m-\frac{4\pi}{3}\mathbf m=\frac{8\pi}{3}\mathbf m$. The radial integral is $\rho(\infty)-\rho(0)=-\rho(0)$. Thus
\begin{equation}
\mathbf B(0)=\frac23\,\mu_0\,\rho(0)\,\mathbf m .
\label{eq:field}
\end{equation}
This answers part (a). The integrals are finite throughout, and no delta function has been introduced.

For a constant $\mathbf m$ and no convection current, the derivation needed only a density $\rho$ that is spherical, finite at the nucleus and zero at infinity. Two simple cases show what the result means. A uniformly magnetized ball centred on the nucleus gives $\frac23\mu_0\mathbf M$ whatever its radius. A hollow shell, with $\rho(0)=0$, gives nothing, since the currents on its inner and outer surfaces cancel at the centre. The second case is the vanishing angular average met in the estimate. The first is what the estimate could not see.

The word ``contact'' describes the dependence on $\rho(0)$, not the place where the current flows. For the 1s state the part of the field produced by currents within radius $r$ is
\begin{equation}
\frac{\rho(0)-\rho(r)}{\rho(0)}=1-e^{-2r/a},
\end{equation}
which reaches one half at $r=\frac12a\ln2\approx0.35\,a$. The field at the nucleus is thus made by currents spread over atomic distances.

\subsection{The energy and the spin levels}

In a vector potential $\mathbf A$ the Dirac Hamiltonian of the electron contains $c\boldsymbol\alpha\cdot(\mathbf p+e\mathbf A)$. The first-order energy is therefore $ec\int\Psi^\dagger\boldsymbol\alpha\Psi\cdot\mathbf A\,d^3r=-\int\mathbf j\cdot\mathbf A\,d^3r$. For the nuclear moment, $\mathbf A=(\mu_0/4\pi)\,\boldsymbol\mu_N\times\mathbf r/r^3$. Since $\mathbf j\cdot(\boldsymbol\mu_N\times\mathbf r)=\boldsymbol\mu_N\cdot(\mathbf r\times\mathbf j)$,
\begin{equation}
-\int\mathbf j\cdot\mathbf A\,d^3r
=-\boldsymbol\mu_N\cdot\frac{\mu_0}{4\pi}\int\frac{\mathbf r\times\mathbf j}{r^3}\,d^3r
=-\boldsymbol\mu_N\cdot\mathbf B(0),
\end{equation}
by Eq.~(\ref{eq:bs}). The electron in the field of the nucleus and the nucleus in the field of the electron are two descriptions of one energy, which must be counted once.

A Hermitian spin matrix is fixed by its expectation values in all spinors. The expectation value $\eta^\dagger\boldsymbol\sigma\eta$ may therefore be replaced by the operator $\boldsymbol\sigma_e$. With $\mathbf m\to-\mu_B\boldsymbol\sigma_e$ and $\boldsymbol\mu_N=\mu_N\boldsymbol\sigma_N$, the two minus signs combine to give
\begin{equation}
H=K\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_N,\qquad
K=\frac23\,\mu_0\mu_B\mu_N\,\rho(0).
\end{equation}
The total spin is $\mathbf F=\frac{\hbar}{2}(\boldsymbol\sigma_e+\boldsymbol\sigma_N)$. Squaring it, with $\boldsymbol\sigma^2=3$ for each particle, gives
\begin{equation}
4F(F+1)=6+2\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_N
\quad\Rightarrow\quad
\boldsymbol\sigma_e\cdot\boldsymbol\sigma_N=2F(F+1)-3 .
\end{equation}
The value is $+1$ for the three states with $F=1$ and $-3$ for the state with $F=0$. The levels are shifted by $+K$ and $-3K$, their average weighted by the number of states is unchanged, and the gap is $4K$. With Eq.~(\ref{eq:rho}),
\begin{equation}
h\nu=\frac83\,\mu_0\mu_B\mu_N\,\rho(0)
=\frac{8}{3\pi}\,\frac{\mu_0\mu_B\mu_N}{a_0^3}\left(\frac{m_r}{m_e}\right)^3 .
\label{eq:result}
\end{equation}
The triplet is higher because the electron's moment is opposite to its spin. Parallel spins mean opposed moments, and the nuclear moment then points against the field in which it sits.

Equation~(\ref{eq:scale}) gives $\mu_0\mu_B^2/a_0^3=2\pi\alpha^2hcR_\infty$. The prefactor becomes $\frac{8}{3\pi}\cdot2\pi=\frac{16}{3}$, and
\begin{equation}
\nu=\frac{16}{3}\,\alpha^2\,cR_\infty\,\frac{\mu_N}{\mu_B}\left(\frac{m_r}{m_e}\right)^3 .
\label{eq:nu}
\end{equation}
This answers part (b).

\subsection{Numbers}

The common factor is $\frac{16}{3}\alpha^2cR_\infty=9.34338\times10^5$ MHz. The mass ratio $m_r/m_e=(m_N/m_e)/(1+m_N/m_e)$ is 0.99945568 for hydrogen and 0.99518695 for muonium. Their cubes are 0.998368 and 0.985630. Therefore
\begin{align}
\nu_{\rm H}&=9.34338\times10^5\times0.00152103\times0.998368\ {\rm MHz}=1418.8\ {\rm MHz},\\
\nu_{\rm Mu}&=9.34338\times10^5\times0.00484197\times0.985630\ {\rm MHz}=4459.0\ {\rm MHz}.
\end{align}
As energies these are $5.868$ and $18.44\ \mu$eV. In hydrogen the triplet is raised by 354.7 MHz and the singlet lowered by 1064.1 MHz. In muonium the shifts are 1114.8 and 3344.3 MHz.

The size of the field in Eq.~(\ref{eq:field}), for $|\mathbf m|=\mu_B$, is 16.66 T in hydrogen and 16.45 T in muonium. The two electron clouds are nearly the same. The muonium splitting is larger by a factor 3.143, made up of a factor 3.183 from the moments and 0.987 from the densities.

The numerical output supports these values by a separate route. A three-dimensional integration of the current gives the factor $2/3$ of Eq.~(\ref{eq:field}) for an exponential and for a Gaussian density. Combined with a contact density and spin levels found by diagonalization, it yields 1418.84 and 4459.02 MHz.

\subsection{A second case: the 2s state}

The 2s state also has a real radial function and a constant spinor. Equation~(\ref{eq:field}) therefore applies to it, and the 2s splitting needs only a new $\rho(0)$. Take $\psi=N(1-br)e^{-br}$ with $b=1/(2a)$. For $u=r\psi$,
\begin{equation}
u''=N(-4b+5b^2r-b^3r^2)e^{-br}=\left(b^2-\frac{4b}{r}\right)u .
\end{equation}
The coefficient $4b=2/a$ is the one required by the Coulomb potential, so this is a bound state, and its one node identifies it as 2s. Its normalization is
\begin{equation}
1=4\pi N^2\int_0^\infty\left(r^2-\frac{r^3}{a}+\frac{r^4}{4a^2}\right)e^{-r/a}dr
=4\pi N^2a^3(2-6+6)=8\pi a^3N^2 .
\end{equation}
The density at the nucleus is one eighth of the 1s value, and so is the splitting: about 177 MHz in hydrogen and 557 MHz in muonium at this order.

\section{Comparison of the estimate and the solution}

\begin{center}
\begin{tabular}{lcc}
$\nu$ in MHz & hydrogen & muonium\\
scaling estimate & 133 & 424\\
Eq.~(\ref{eq:nu}) with $m_r=m_e$ & 1421.2 & 4524.0\\
Eq.~(\ref{eq:nu}) & 1418.8 & 4459.0
\end{tabular}
\end{center}

The estimate has the right dependence on $\alpha$, $R_\infty$ and $\mu_N$, but it is too small by about a factor of ten. For $m_r=m_e$ the ratio is
\begin{equation}
\frac{\nu}{\nu_{\rm est}}=\frac{16/3}{1/2}=\frac{32}{3}=\frac83\times4 .
\end{equation}
The factor $8/3$ belongs to the field. The estimate used $\mu_0\mu_B/(4\pi a_0^3)$, whereas the cloud produces $\frac23\mu_0\mu_B/(\pi a_0^3)$. The factor 4 belongs to the spins, since the gap spans the values $+1$ and $-3$ of $\boldsymbol\sigma_e\cdot\boldsymbol\sigma_N$, while the estimate took a single product of moments. Neither factor follows from dimensions.

The finite nuclear mass acts through the size of the cloud. From $m_r/m_e=(1+m_e/m_N)^{-1}$,
\begin{equation}
\left(\frac{m_r}{m_e}\right)^3\approx1-\frac{3m_e}{m_N}.
\end{equation}
The reduction is 0.16\% in hydrogen, or 2.3 MHz, and 1.4\% in muonium, or 65 MHz. For muonium the reduced mass is needed already at the level of one per cent.

The values of part (c) are leading-order energies, and the digits quoted specify Eq.~(\ref{eq:nu}) rather than a complete prediction of the measured splittings. Some of what is missing can be sized:
\begin{itemize}
\item The electron's anomaly, 0.00115965, multiplies its moment and hence the contact energy by 1.00115965. This alone would give 1420.5 MHz for hydrogen and 4464.2 MHz for muonium.
\item The muon's anomaly is already included. A muon with the pure Dirac moment $e\hbar/(2m_N)$ would give 4453.8 MHz, so the convention for the moment matters at the quoted precision.
\item Equation~(\ref{eq:small}) and the Schr\"odinger wavefunction are only the leading-order form of the Dirac solution. Numerical integration with the full Dirac 1s current, for a fixed point nucleus, raises the field by 80 parts per million of its leading value. That is about 0.1 MHz in hydrogen and 0.4 MHz in muonium. The size agrees with $\frac32\alpha^2$.
\end{itemize}
Further radiative and recoil terms, and for hydrogen the extended charge and magnetization of the proton, are also left out. Equation~(\ref{eq:nu}) rests on a slow electron and a nucleus much smaller than the atom. A heavy nucleus is not a condition for the leading-order contact energy. The neglected recoil terms carry a further factor $\alpha$ and shrink as $m_e/m_N$ decreases; in muonium the known leading one is about $-0.8$ MHz, larger in size than the Dirac correction listed above. The contact energy is not always the whole leading-order splitting. In positronium, where the partner is the electron's antiparticle, virtual annihilation contributes at the same order, and Eq.~(\ref{eq:nu}) gives only about 117 GHz of a splitting near 203 GHz.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Bohr magneton muB = 9.274010e-24 J/T
Bohr radius a0 = 5.291772e-11 m
fine-structure constant alpha = 0.00729735 (no unit)
c*Rinf = 3.289842e+09 MHz
B(0)/(mu0 m rho0), exponential density = 0.6666667 (no unit)
B(0)/(mu0 m rho0), Gaussian density = 0.6666667 (no unit)
eigenvalues of sigma_e.sigma_N = -3 1 1 1 (no unit)
hydrogen: nuclear mass / me = 1836.15267 (no unit)
hydrogen: nuclear moment muN = 1.410607e-26 J/T
hydrogen: muN/muB = 0.00152103 (no unit)
hydrogen: mr/me = 0.99945568 (no unit)
hydrogen: (mr/me)^3 = 0.99836793 (no unit)
hydrogen: contact density rho0 = 2.144556e+30 m^-3
hydrogen: field size at nucleus = 16.6619 T
hydrogen: F=1 shift = 354.710 MHz
hydrogen: F=0 shift = -1064.130 MHz
hydrogen: splitting nu = 1418.840 MHz
hydrogen: splitting h nu = 5.8679 micro-eV
hydrogen: nu by numerical chain = 1418.84 MHz
hydrogen: nu, infinite nuclear mass = 1421.160 MHz
hydrogen: nu with electron anomaly = 1420.485 MHz
muonium: nuclear mass / me = 206.76828 (no unit)
muonium: nuclear moment muN = 4.490448e-26 J/T
muonium: muN/muB = 0.00484197 (no unit)
muonium: mr/me = 0.99518695 (no unit)
muonium: (mr/me)^3 = 0.98563022 (no unit)
muonium: contact density rho0 = 2.117194e+30 m^-3
muonium: field size at nucleus = 16.4493 T
muonium: F=1 shift = 1114.758 MHz
muonium: F=0 shift = -3344.274 MHz
muonium: splitting nu = 4459.032 MHz
muonium: splitting h nu = 18.4411 micro-eV
muonium: nu by numerical chain = 4459.02 MHz
muonium: nu, infinite nuclear mass = 4524.041 MHz
muonium: nu with electron anomaly = 4464.203 MHz
muonium: nu with pure Dirac muon = 4453.839 MHz
electron anomaly = 0.00115965 (no unit)
muon anomaly = 0.00116592 (no unit)
relativistic 1s correction = 79.88 ppm
\end{verbatim}
